# Pair decay length in a diffusive ferromagnet: an examination question: a program that tests the result

```python
# Result under test: in a diffusive ferromagnet the linearized Usadel equation
#   hbar*D*f'' = 2*(omega + i*h)*f
# gives f ~ exp(-(1+i)*x/xi), xi = sqrt(hbar*D/h), when omega << h.
# f: pair amplitude; D: diffusion constant; h: exchange energy (bands at +h, -h);
# omega: Matsubara energy; tau: scattering time; l: mean free path; v: velocity.
# Internal units: nm, fs, eV. Velocities are entered in m/s.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

hbar = const.hbar / const.e * 1e15             # eV fs
D_cm2 = 5.0                                    # cm^2/s
D = D_cm2 * 1e-4 * 1e18 / 1e15                 # nm^2/fs
h = 0.1                                        # eV
temperature = 4.2                              # K
omega_T = np.pi * const.k * temperature / const.e
xi = np.sqrt(hbar * D / h)


def lengths(omega):
    """Decay and oscillation lengths from the closed formulas."""
    size = np.hypot(omega, h)
    return (np.sqrt(hbar * D / (size + omega)),
            np.sqrt(hbar * D / (size - omega)))


def finite_difference(omega):
    """Solve the linear equation on a grid; return decay length and first zero."""
    x = np.linspace(0.0, 25.0, 5001)
    dx = x[1] - x[0]
    n = len(x) - 2
    bands = np.ones((3, n), dtype=complex)
    bands[1] = -2 - dx**2 * 2 * (omega + 1j * h) / (hbar * D)
    source = np.zeros(n, dtype=complex)
    source[0] = -1.0
    f = np.concatenate(([1.0], solve_banded((1, 1), bands, source), [0.0]))
    i, j = np.searchsorted(x, [2.0, 8.0])
    decay = (x[j] - x[i]) / np.log(abs(f[i]) / abs(f[j]))
    m = np.where(f.real < 0)[0][0]
    zero = x[m - 1] + dx * f.real[m - 1] / (f.real[m - 1] - f.real[m])
    return decay, zero


# Grid solution against the formulas, without and with thermal energy.
grid_decay, grid_zero = finite_difference(0.0)
assert abs(grid_decay / xi - 1) < 1e-4
assert abs(grid_zero / (np.pi * xi / 2) - 1) < 1e-4
xi1_T, xi2_T = lengths(omega_T)
grid_decay_T, grid_zero_T = finite_difference(omega_T)
assert abs(grid_decay_T / xi1_T - 1) < 1e-4
assert abs(grid_zero_T / (np.pi * xi2_T / 2) - 1) < 1e-4

# Average of the pair phase over diffusive first-passage times to depth x.
depth = 2.0


def first_passage(t):
    if t <= 0:
        return 0.0
    return (depth / np.sqrt(4 * np.pi * D * t**3)
            * np.exp(-depth**2 / (4 * D * t)))


phase_rate = 2 * h / hbar
cos_part = quad(first_passage, 0, np.inf, weight='cos', wvar=phase_rate)[0]
sin_part = quad(first_passage, 0, np.inf, weight='sin', wvar=phase_rate)[0]
path_average = cos_part - 1j * sin_part
assert abs(path_average - np.exp(-(1 + 1j) * depth / xi)) < 1e-5

# Nonlinear equation theta'' = 2i sin(theta), lengths in xi, theta(0) = pi/2.
theta0 = np.pi / 2
s = np.linspace(0, 10, 201)
guess = theta0 * np.exp(-(1 + 1j) * s)
solution = solve_bvp(
    lambda q, y: np.vstack((y[1], 2j * np.sin(y[0]))),
    lambda left, right: np.array([left[0] - theta0, right[0]]),
    s, np.vstack((guess, -(1 + 1j) * guess)), tol=1e-7, max_nodes=20000)
assert solution.success
far = np.sin(solution.sol(np.array([3.5, 5.0]))[0])
nonlinear_decay = 1.5 / np.log(abs(far[0]) / abs(far[1]))
far_factor = abs(far[1]) * np.exp(5.0)
assert abs(nonlinear_decay - 1) < 2e-3
assert abs(far_factor / (4 * np.tan(theta0 / 4)) - 1) < 2e-3


# Kinetic equation at any h*tau/hbar.
def scattering(v):
    """Velocity in m/s -> mean free path (nm) and h*tau/hbar."""
    speed = v * 1e9 / 1e15
    tau = 3 * D / speed**2
    return speed * tau, h * tau / hbar


def kinetic_root(alpha):
    a = 1 + 2j * alpha
    start = mp.sqrt(6j * alpha)
    return complex(mp.findroot(lambda z: z * mp.coth(z) - a, start))


def kinetic_modes(alpha, nodes=200):
    """Right-decaying modes z = k*l of the angle-discretized equation.
    Returns modes isolated from the ballistic ray z = a/mu, and all modes."""
    mu, weight = np.polynomial.legendre.leggauss(nodes)
    a = 1 + 2j * alpha
    matrix = (a * np.eye(nodes) - np.outer(np.ones(nodes), weight / 2))
    z = np.linalg.eigvals(matrix / mu[:, None])
    z = z[z.real > 0]
    u = z / a
    return z[(abs(u) < 3) & (abs(u.imag) > 0.05)], z


l_limit, alpha_limit = scattering(5e6)
isolated, _ = kinetic_modes(alpha_limit)
assert len(isolated) == 1
assert abs(l_limit / isolated[0].real / xi - 1) < 5e-3   # diffusive limit

v_fast, v_slow = 1.0e6, 3.0e5
l_fast, alpha_fast = scattering(v_fast)
root_fast = kinetic_root(alpha_fast)
isolated, _ = kinetic_modes(alpha_fast)
assert len(isolated) == 1 and abs(isolated[0] - root_fast) < 1e-5
xi_fast = l_fast / root_fast.real

l_slow, alpha_slow = scattering(v_slow)
isolated, all_modes = kinetic_modes(alpha_slow)
assert len(isolated) == 0                    # no diffusive mode remains
slowest = all_modes.real.min()
assert abs(slowest - 1) < 0.02               # ballistic edge, decay length l

# Point where diffusive and ballistic decay rates are equal.


def real_part_excess(y):
    z = 1 + 1j * y
    return (z / np.tanh(z)).real - 1


y_cross = brentq(real_part_excess, 0.9, 1.4)
z_cross = 1 + 1j * y_cross
alpha_cross = (z_cross / np.tanh(z_cross)).imag / 2
isolated, _ = kinetic_modes(alpha_cross)
assert len(isolated) == 1 and abs(isolated[0].real - 1) < 1e-4
v_cross = np.sqrt(3 * D * h / (hbar * alpha_cross)) * 1e15 / 1e9

# Point where the diffusive mode disappears; modes counted on both sides.
X = brentq(lambda q: q * np.tanh(q) - 1, 0.5, 2)
alpha_end = np.pi / 4 * np.tanh(X)
assert len(kinetic_modes(0.8 * alpha_end)[0]) == 1
assert len(kinetic_modes(1.5 * alpha_end)[0]) == 0

# Sizes of other neglected effects.
spin_length = 20.0                             # nm, rough value for nickel
gamma = hbar * D / spin_length**2              # pair-breaking energy scale
xi_spin = lengths(gamma)[0]
fermi_energy = 0.5 * const.m_e * v_fast**2 / const.e
xi_full_splitting = np.sqrt(hbar * D / (h / 2))
film = 5.0

print(f"Diffusion constant D = {D_cm2:.1f} cm^2/s")
print(f"Exchange energy h = {h:.3f} eV")
print(f"hbar = {hbar * 1e-15:.5e} eV s")
print(f"hbar*D = {hbar * D:.5f} eV nm^2")
print(f"xi^2 = hbar*D/h = {xi**2:.4f} nm^2")
print(f"Usadel decay length xi = {xi:.4f} nm = {xi * 10:.2f} angstrom")
print(f"Decay length from grid solution = {grid_decay:.4f} nm")
print(f"First singlet zero, formula = {np.pi * xi / 2:.4f} nm")
print(f"First singlet zero, grid = {grid_zero:.4f} nm")
print(f"|f(x)/f(0)| at x = {film:.1f} nm: {np.exp(-film / xi):.4f}")
print(f"xi if 0.1 eV is the full splitting = {xi_full_splitting:.4f} nm")
print(f"Path average at {depth:.1f} nm: real {path_average.real:.5f}, "
      f"imag {path_average.imag:.5f}")
print(f"Temperature = {temperature:.1f} K")
print(f"Lowest Matsubara energy = {omega_T * 1000:.3f} meV")
print(f"Thermal: decay length = {xi1_T:.4f} nm")
print(f"Thermal: oscillation length = {xi2_T:.4f} nm")
print(f"Thermal: change of decay length = {100 * (xi1_T / xi - 1):.2f} %")
print(f"Spin diffusion length, rough input = {spin_length:.1f} nm")
print(f"Spin-flip pair-breaking scale = {gamma * 1000:.3f} meV")
print(f"Spin flip: change of decay length = {100 * (xi_spin / xi - 1):.2f} %")
print(f"Nonlinear decay length / xi = {nonlinear_decay:.4f}")
print(f"Nonlinear far-amplitude factor, f(0)=1: {far_factor:.4f}")
print(f"Fast band: velocity = {v_fast:.2e} m/s")
print(f"Fast band: free-electron Fermi energy = {fermi_energy:.3f} eV")
print(f"Fast band: h / Fermi energy = {100 * h / fermi_energy:.2f} %")
print(f"Fast band: mean free path = {l_fast:.3f} nm")
print(f"Fast band: h*tau/hbar = {alpha_fast:.4f}")
print(f"Fast band: root z = {root_fast.real:.4f} + {root_fast.imag:.4f} i")
print(f"Fast band: kinetic decay length = {xi_fast:.4f} nm")
print(f"Fast band: change from Usadel = {100 * (xi_fast / xi - 1):.2f} %")
print(f"Slow band: velocity = {v_slow:.2e} m/s")
print(f"Slow band: mean free path = {l_slow:.3f} nm")
print(f"Slow band: h*tau/hbar = {alpha_slow:.4f}")
print(f"Slow band: slowest computed Re(z) = {slowest:.4f}")
print(f"Equal decay rates at h*tau/hbar = {alpha_cross:.4f}")
print(f"Equal decay rates at velocity = {v_cross:.3e} m/s")
print(f"Diffusive mode ends at h*tau/hbar = {alpha_end:.4f}")
print("verified")
```

Output:

```
Diffusion constant D = 5.0 cm^2/s
Exchange energy h = 0.100 eV
hbar = 6.58212e-16 eV s
hbar*D = 0.32911 eV nm^2
xi^2 = hbar*D/h = 3.2911 nm^2
Usadel decay length xi = 1.8141 nm = 18.14 angstrom
Decay length from grid solution = 1.8141 nm
First singlet zero, formula = 2.8496 nm
First singlet zero, grid = 2.8496 nm
|f(x)/f(0)| at x = 5.0 nm: 0.0635
xi if 0.1 eV is the full splitting = 2.5656 nm
Path average at 2.0 nm: real 0.14989, imag -0.29630
Temperature = 4.2 K
Lowest Matsubara energy = 1.137 meV
Thermal: decay length = 1.8038 nm
Thermal: oscillation length = 1.8245 nm
Thermal: change of decay length = -0.57 %
Spin diffusion length, rough input = 20.0 nm
Spin-flip pair-breaking scale = 0.823 meV
Spin flip: change of decay length = -0.41 %
Nonlinear decay length / xi = 1.0003
Nonlinear far-amplitude factor, f(0)=1: 1.6569
Fast band: velocity = 1.00e+06 m/s
Fast band: free-electron Fermi energy = 2.843 eV
Fast band: h / Fermi energy = 3.52 %
Fast band: mean free path = 1.500 nm
Fast band: h*tau/hbar = 0.2279
Fast band: root z = 0.7880 + 0.8635 i
Fast band: kinetic decay length = 1.9036 nm
Fast band: change from Usadel = 4.93 %
Slow band: velocity = 3.00e+05 m/s
Slow band: mean free path = 5.000 nm
Slow band: h*tau/hbar = 2.5321
Slow band: slowest computed Re(z) = 1.0000
Equal decay rates at h*tau/hbar = 0.3972
Equal decay rates at velocity = 7.575e+05 m/s
Diffusive mode ends at h*tau/hbar = 0.6547
verified
```
